# Strain effects on adsorption energy from the coverage dependence of surface stress

## What goes wrong without the relation

Suppose that stretching a crystal surface by one percent is found to strengthen the binding of an adsorbate at low coverage. It is tempting to conclude that tension strengthens binding on this surface. At higher coverage the conclusion may have the wrong sign, and nothing in the low-coverage calculation warns of it.

A second difficulty comes from averaging. The mean binding energy of all adsorbates can become stronger under tension while the binding of the last one becomes weaker.

Both difficulties are resolved by a relation between two measurable responses. The derivative of the adsorption energy with respect to strain is fixed by the change of surface stress with coverage. At zero strain the latter can be found without straining the crystal; it gives the shift of the adsorption energy to first order in strain, and a later section examines how far that order reaches.

## Definitions and signs

A crystal face has $M$ equivalent adsorption sites, of which $N$ are occupied. The coverage is $\theta=N/M$. The area at zero strain is $A_0$, and $a_0=A_0/M$ is the area per site. Strain does not change $M$.

Zero strain means the in-plane lattice of the stress-free bulk crystal. Strains $\epsilon_x$ and $\epsilon_y$ multiply the in-plane cell lengths by $1+\epsilon_x$ and $1+\epsilon_y$. Positive strain is stretching. The crystal is free to change its thickness. Shear is left out here; it would add one more variable, treated in the same way.

Let $E(\epsilon,N)$ be the energy of a thick slab with $N$ adsorbates on its front face, relaxed with respect to all atomic positions at fixed in-plane cell. Relaxed means a local minimum that changes smoothly with strain. It need not be the lowest of all minima.

The energy of the slab separates into

$$E(\epsilon,N)=E_{\rm rest}(\epsilon)+F(\epsilon,N).$$

Here $E_{\rm rest}$ contains the bulk energy of the clean slab's atoms and the excess energy of the clean back face. It does not depend on $N$. The front-face excess $F$ defines the surface stress,

$$A_0\tau_i(\epsilon,N)=\left.\frac{\partial F}{\partial\epsilon_i}\right|_N ,\qquad i=x,y. \tag{1}$$

If $\tau_i>0$, stretching costs energy and the surface pulls inward: the stress is tensile. This definition divides by the unstrained area. At zero strain it agrees with the force per length of the actual surface.

The differential adsorption energy is the energy gained or paid when one more adsorbate is taken from the gas:

$$E_{\rm ad}(\epsilon,N)=E(\epsilon,N)-E(\epsilon,N-1)-E_{\rm gas}. \tag{2}$$

It is negative for binding. A negative strain derivative therefore means that tension strengthens binding.

## Why relaxation does not spoil the stress

Strain moves the atoms in two ways. They are carried along with the cell, and they then relax. Let $s$ denote all atomic coordinates measured relative to the cell, so that carrying the atoms along leaves $s$ unchanged. The energy before relaxation is $U(s,\epsilon,N)$, and the relaxed coordinates $s^*(\epsilon)$ satisfy

$$\left.\frac{\partial U}{\partial s_k}\right|_{s^*}=0\quad\text{for every }k.$$

Since $E(\epsilon,N)=U(s^*(\epsilon),\epsilon,N)$, the chain rule gives

$$\frac{\partial E}{\partial\epsilon_i}
=\frac{\partial U}{\partial\epsilon_i}
+\sum_k\frac{\partial U}{\partial s_k}\frac{ds_k^*}{d\epsilon_i}
=\left.\frac{\partial U}{\partial\epsilon_i}\right|_{s^*}. \tag{3}$$

The sum vanishes because each force vanishes. One relaxed structure is thus enough to give the first strain derivative. The argument needs $s^*$ to be differentiable, which fails where a minimum becomes unstable.

Relaxation has not been neglected. The structures with $N$ and $N-1$ adsorbates are each relaxed, and their stresses include the effect of that relaxation.

## The relation for one added adsorbate

Differentiate (2) at fixed $N$. The gas molecule is not attached to the crystal, so $\partial E_{\rm gas}/\partial\epsilon_i=0$:

$$\frac{\partial E_{\rm ad}}{\partial\epsilon_i}
=\frac{\partial E(\epsilon,N)}{\partial\epsilon_i}
-\frac{\partial E(\epsilon,N-1)}{\partial\epsilon_i}.$$

Insert $E=E_{\rm rest}+F$. The two derivatives of $E_{\rm rest}$ cancel, and (1) gives

$$\boxed{\frac{\partial E_{\rm ad}}{\partial\epsilon_i}
=A_0\left[\tau_i(\epsilon,N)-\tau_i(\epsilon,N-1)\right].} \tag{4}$$

No expansion in coverage has been made. Equation (4) holds for a small cell as well as for a large surface.

## The Maxwell relation for a large surface

Suppose a rule fixes the arrangement of the adsorbates at each coverage, and each added adsorbate keeps to that rule. For large $M$ the excess energy is then proportional to the number of sites, $F(\epsilon,N)=M f(\epsilon,\theta)$, with a function $f$ that depends on the rule chosen. Equation (1), with $A_0=Ma_0$, becomes

$$a_0\tau_i=\frac{\partial f}{\partial\epsilon_i}. \tag{5}$$

One added adsorbate changes the coverage by $1/M$. Equation (2) then reads

$$E_{\rm ad}=\frac{f(\epsilon,\theta)-f(\epsilon,\theta-1/M)}{1/M}-E_{\rm gas}
\;\longrightarrow\;\frac{\partial f}{\partial\theta}-E_{\rm gas}. \tag{6}$$

Differentiate (6) with respect to strain and (5) with respect to coverage. If $f$ has continuous second derivatives, their order may be exchanged:

$$\left.\frac{\partial E_{\rm ad}}{\partial\epsilon_i}\right|_\theta
=\frac{\partial^2 f}{\partial\epsilon_i\,\partial\theta}
=\frac{\partial^2 f}{\partial\theta\,\partial\epsilon_i}
=a_0\left.\frac{\partial\tau_i}{\partial\theta}\right|_\epsilon. \tag{7}$$

This is the Maxwell relation. Where $f$ has a kink, as it may at the coverage of an ordered structure, the derivative in (7) is not defined, but the finite difference (4) still holds.

Equal biaxial strain has $\epsilon_x=\epsilon_y=\epsilon$. The chain rule adds the two components:

$$\frac{dE_{\rm ad}}{d\epsilon}
=a_0\frac{\partial(\tau_x+\tau_y)}{\partial\theta}
=2a_0\frac{\partial\bar\tau}{\partial\theta},
\qquad \bar\tau=\frac{\tau_x+\tau_y}{2}. \tag{8}$$

The factor 2 counts the two stretched directions. It is absent for strain along one axis.

## Reading off the sign

For small biaxial strain, (8) gives

$$E_{\rm ad}(\epsilon)-E_{\rm ad}(0)\simeq 2a_0\frac{\partial\bar\tau}{\partial\theta}\,\epsilon .$$

If adsorption makes the surface stress less tensile, then $\partial\bar\tau/\partial\theta<0$. Tension strengthens binding and compression weakens it. If adsorption makes the stress more tensile, both statements are reversed.

The physical reason is an energy balance. Stretching a surface costs work against its tension. If an adsorbate lowers the tension, the covered surface is cheaper to stretch than the clean one, and the difference appears as stronger binding on the stretched surface.

The sign of $\tau$ itself does not matter. A clean surface under tension can respond either way, because (7) contains the change of stress.

## Mean and differential energies

Calculations often report the mean adsorption energy

$$\bar E_{\rm ad}=\frac{E(\epsilon,N)-E(\epsilon,0)}{N}-E_{\rm gas}.$$

Its strain derivative follows from (1) in the same way as before:

$$\frac{\partial\bar E_{\rm ad}}{\partial\epsilon_i}
=\frac{A_0}{N}[\tau_i(N)-\tau_i(0)]
=\frac{a_0}{\theta}[\tau_i(\theta)-\tau_i(0)]. \tag{9}$$

The last step uses $A_0/N=Ma_0/(M\theta)$. The mean energy responds to the accumulated stress change, the differential energy to the latest change. They can have opposite signs when $\tau(\theta)$ is not monotonic.

## A limit that requires both signs

Let the adsorbates be atoms of the crystal's own element, one site per surface atom, and fill a complete layer. Suppose the new surface has the same structure as the old one, as it does on fcc(001). In a thick slab the net effect is $M$ more bulk atoms:

$$E(\epsilon,M)-E(\epsilon,0)=M e_{\rm b}(\epsilon),$$

where $e_{\rm b}$ is the bulk energy per atom. Zero strain was defined by the stress-free bulk, so $de_{\rm b}/d\epsilon=0$ there. Summing (4) over the added atoms gives

$$\sum_{N=1}^{M}\frac{dE_{\rm ad}(N)}{d\epsilon}\bigg|_{0}
=M\frac{de_{\rm b}}{d\epsilon}\bigg|_{0}=0. \tag{10}$$

Unless every term vanishes, some terms are negative and others positive. On such a surface no single sign of the strain effect can hold at all coverages.

## A model metal with four sites per cell

The example uses an fcc(001) slab of five layers with four surface atoms per periodic cell. One to four atoms of the same element are placed in fourfold hollow sites, on one face. The model energy is

$$U=\sum_i\Big[\sum_{j\ne i}R(r_{ij})-\sqrt{\rho_i}\Big],\qquad
\rho_i=\sum_{j\ne i}H(r_{ij}),$$

$$R=A\,e^{-p(r/r_0-1)}w(r),\qquad H=\xi^2e^{-2q(r/r_0-1)}w(r).$$

The first term is a repulsion. The second imitates band energy, which grows roughly as the square root of the number of neighbours. The round parameters are $A=0.003$ and $\xi=0.045$ hartree, $p=11$, $q=2.5$ and $r_0=5$ bohr. The cutoff is $w=1-10t^3+15t^4-6t^5$, where $t$ rises linearly from 0 at 7.5 bohr to 1 at 9.5 bohr; $w$ is 1 below this range and 0 above it. No particular metal is represented. A free atom has zero energy, so $E_{\rm gas}=0$.

The stress follows from (3). Strain along $x$ changes a separation $x_{ij}$ to $(1+\epsilon_x)x_{ij}$. From $r^2=x^2+y^2+z^2$, at zero strain $dr_{ij}/d\epsilon_x=x_{ij}^2/r_{ij}$. Hence

$$\frac{\partial E}{\partial\epsilon_x}
=\sum_i\sum_{j\ne i}\left[R'(r_{ij})-\frac{H'(r_{ij})}{2\sqrt{\rho_i}}\right]\frac{x_{ij}^2}{r_{ij}}. \tag{11}$$

The sums run over atoms $i$ in the cell and all their neighbours $j$, including periodic images. This expression needs no strained structure. The other side of (4) was obtained from relaxed energies at biaxial strains of $\pm0.0005$.

The bulk nearest-neighbour distance is 4.921 bohr, which gives $a_0=24.213$ and $A_0=96.853$ bohr². The clean surface stress is $7.57\times10^{-4}$ hartree/bohr², or 1.18 N/m, and is tensile.

The first adatom changes $\bar\tau$ by $-2.381\times10^{-4}$ hartree/bohr². With two stretched directions, (4) predicts

$$\frac{dE_{\rm ad}}{d\epsilon}
=2(96.853)(-2.381\times10^{-4})=-0.0461\ \text{hartree}.$$

The strained energies give $-0.0461$ hartree as well. The same comparison for each atom, with the second placed diagonally from the first, is:

| Atom added | $E_{\rm ad}$ (hartree) | Slope from energies (hartree) | Slope from stress (hartree) |
|---|---|---|---|
| 1 | −0.1036 | −0.046124 | −0.046123 |
| 2 | −0.1108 | 0.043098 | 0.043097 |
| 3 | −0.1441 | −0.009130 | −0.009128 |
| 4 | −0.1467 | 0.012186 | 0.012188 |

The largest mismatch is $1.6\times10^{-6}$ hartree, below 0.02 percent of the smallest slope in magnitude. Each row describes one atom added to every periodic cell, a coverage step of one quarter. It does not describe a single atom added to an infinite surface.

The slopes alternate in sign. Their sum is 0.00003 hartree, close to the zero required by (10), and the mean adsorption energy of the full layer equals the bulk energy, $-0.1263$ hartree, to the digits shown.

After two atoms, the mean energy has the slope $(-0.0461+0.0431)/2=-0.0015$ hartree. Tension slightly strengthens the mean binding, while it weakens the binding of the second atom.

## Where the stress change resides

The sum (11), with its counterpart for $y$, can be divided into pairs of substrate atoms and pairs that include an adatom. For the first atom the two parts of the slope are $-0.0723$ and $+0.0261$ hartree. At all four steps the substrate part is negative and the adatom part positive. The sign of the total is the outcome of this competition.

A reason for the negative part can be seen in (11). Since $H'<0$, the band term pulls atoms together with a strength proportional to $1/\sqrt{\rho_i}$. A new neighbour raises $\rho_i$ and weakens the pull of the existing bonds at fixed positions. The printed parts also include relaxation, which was not separated, so this mechanism is a plausible explanation of their sign and not a demonstrated one.

## Arrangement and direction matter

Placing the second atom beside the first produces close-packed rows of adatoms. Their mean adsorption energy is $-0.1143$ hartree, compared with $(-0.1036-0.1108)/2=-0.1072$ hartree for the diagonal arrangement. The row is therefore the more stable of the two. Relation (4) holds for both, since it requires smooth local minima and not the lowest one.

For the row, the slope of the mean energy is $-0.0069$ hartree for strain along the row and $-0.0198$ hartree for strain across it. Energies and stresses agree for each direction to the digits shown. Tension across the row is nearly three times as effective.

The biaxial slope of the mean is the sum, $-0.006859-0.019776=-0.0266$ hartree. Two atoms contribute twice this value, and the first contributes $-0.0461$ hartree. The second atom, placed beside the first, therefore has the slope

$$2(-0.0266)-(-0.0461)=-0.0071\ \text{hartree}.$$

In the diagonal position it was $+0.0431$ hartree. The sign of the strain effect depends on the arrangement as well as on the coverage.

## How far the linear prediction reaches

Relation (4) holds at every strain on a smooth branch. Integrating it for biaxial strain gives

$$E_{\rm ad}(\epsilon)-E_{\rm ad}(0)
=2A_0\int_0^\epsilon[\bar\tau(\epsilon',N)-\bar\tau(\epsilon',N-1)]\,d\epsilon'.$$

The linear prediction replaces the bracket by its value at zero strain. For the first atom at $+1$ percent it gives $-0.4612$ millihartree; the relaxed energies give $-0.4905$.

For the third atom the prediction is $-0.091$ millihartree, but the computed shift is only $-0.013$. At $-1$ percent the shift is $+0.183$. Half the sum of the two shifts isolates the part even in strain:

$$\tfrac12(-0.013+0.183)=0.085\ \text{millihartree}.$$

This is almost as large as the linear term and nearly cancels it under tension. For the first atom the same combination is $\tfrac12(-0.4905+0.4350)=-0.028$ millihartree, small beside its linear term. If the shift is $b\epsilon+c\epsilon^2$, the linear term dominates only for $|\epsilon|\ll|b/c|$. For the third atom $|b|$ is five times smaller than for the first and $|c|$ about three times larger, so the useful range of strain is much narrower.

## Fixed coverage and fixed chemical potential

A surface in contact with a gas can change its coverage when strained. At fixed temperature, replace the energy by the free energy. Differentiation with respect to strain then gives the thermal surface stress, and differentiation with respect to $N$ gives the chemical potential $\mu$ of the adsorbate. The steps leading to (8) now yield

$$\left.\frac{\partial\mu}{\partial\epsilon}\right|_\theta=2a_0\left.\frac{\partial\bar\tau}{\partial\theta}\right|_\epsilon .$$

If the gas holds $\mu$ constant, then

$$0=d\mu=2a_0\frac{\partial\bar\tau}{\partial\theta}\,d\epsilon+\frac{\partial\mu}{\partial\theta}\,d\theta,
\qquad
\left.\frac{d\theta}{d\epsilon}\right|_\mu
=-\frac{2a_0\,\partial\bar\tau/\partial\theta}{\partial\mu/\partial\theta}.$$

A stable adsorbed layer has $\partial\mu/\partial\theta>0$. Tension then raises the coverage where adsorption lowers the surface stress. The denominator vanishes at a limit of stability, and this linear response no longer applies there.

The partial layers of the model metal do not meet the stability condition at low temperature. Their mean adsorption energies are all weaker than that of the full layer, so the adatoms would lower their energy by gathering into fully covered regions. The slopes in the table hold at fixed arrangement and should not be inserted into the formula for $d\theta/d\epsilon$.

A slope found on one branch cannot be extrapolated past a change of adsorption site or a reconstruction that the strain itself brings about, nor past a change in the number of sites. Relation (4) applies again on the new branch, with the stresses of the new structures. If the energies are continuous at the change, the integral over strain can be taken piece by piece through it; if a structure jumps with a drop in energy, that drop must be added. A rearrangement caused by the added adsorbate is no obstacle: with the same substrate atoms, (4) needs only that the structures with $N$ and $N-1$ adsorbates each change smoothly with strain.

## Calculated quantities

```
repulsion 0.003 hartree, hopping 0.045 hartree, p 11.0, q 2.5
r0 5.0 bohr, cutoff from 7.5 to 9.5 bohr
slab layers 5, sites per cell 4
bulk nearest-neighbour distance 4.92069 bohr
area per site a0 24.2132 bohr^2, cell area 96.8528 bohr^2
bulk energy per atom -0.126307 hartree
clean surface stress per face 7.5710e-04 hartree/bohr^2
clean surface stress per face 1.1787 N/m
small strain for slopes 0.0005, large strain 0.01
adatom 1: coverage 0.00 to 0.25
  adsorption energy -0.103585 hartree
  surface stress change -2.3811e-04 hartree/bohr^2
  strain slope from energies -0.046124 hartree
  strain slope from stress   -0.046123 hartree
  of which substrate bonds -0.072262, adatom bonds 0.026138 hartree
  shift at +1% -0.4905, at -1% 0.4350 millihartree
  linear prediction at +1% -0.4612 millihartree
adatom 2: coverage 0.25 to 0.50
  adsorption energy -0.110846 hartree
  surface stress change 2.2249e-04 hartree/bohr^2
  strain slope from energies 0.043098 hartree
  strain slope from stress   0.043097 hartree
  of which substrate bonds -0.047045, adatom bonds 0.090142 hartree
  shift at +1% 0.4032, at -1% -0.4612 millihartree
  linear prediction at +1% 0.4310 millihartree
adatom 3: coverage 0.50 to 0.75
  adsorption energy -0.144126 hartree
  surface stress change -4.7123e-05 hartree/bohr^2
  strain slope from energies -0.009130 hartree
  strain slope from stress   -0.009128 hartree
  of which substrate bonds -0.034432, adatom bonds 0.025304 hartree
  shift at +1% -0.0128, at -1% 0.1830 millihartree
  linear prediction at +1% -0.0913 millihartree
adatom 4: coverage 0.75 to 1.00
  adsorption energy -0.146672 hartree
  surface stress change 6.2919e-05 hartree/bohr^2
  strain slope from energies 0.012186 hartree
  strain slope from stress   0.012188 hartree
  of which substrate bonds -0.025393, adatom bonds 0.037581 hartree
  shift at +1% 0.2163, at -1% -0.0166 millihartree
  linear prediction at +1% 0.1219 millihartree
largest slope mismatch 1.6e-06 hartree
full layer: mean adsorption energy -0.126307 hartree
full layer: sum of four slopes 0.000034 hartree
row: mean adsorption energy -0.114323 hartree
row, strain along row: slope from energies -0.006860, from stress -0.006859 hartree
row, strain across row: slope from energies -0.019776, from stress -0.019776 hartree
```
